# Lifetimes of two attachment-limited islands of different radius

## Problem

A circular island, one atomic layer high, sits on a wide terrace of the same material. It loses atoms from its edge to the terrace, and the slow step is the exchange of atoms between edge and terrace, not diffusion across the terrace. An island of radius 5 nm disappears in 10 minutes. How long does an island of radius 10 nm last at the same temperature and under the same far-field conditions? Take the adatom density far from each island to be the density in equilibrium with a straight step, and find out whether this specification is needed or whether "the same far field" would have been enough.

## A tempting solution

Since the edge controls the exchange, suppose that each nanometre of edge releases a net number \(j\) of atoms per second, the same for both islands. With \(\Omega\) the area per atom, the island area obeys

\[
\frac{d(\pi R^2)}{dt}=2\pi R\frac{dR}{dt}=-\Omega\,(2\pi R\,j)
\quad\Rightarrow\quad \frac{dR}{dt}=-\Omega j .
\]

The edge recedes at constant speed, here 5 nm in 10 min, or 0.5 nm/min. The 10 nm island would then last 20 minutes.

## Where it fails

The area balance is right. The fault is the assumption that \(j\) does not depend on \(R\). Attachment control fixes the rate coefficient of the edge, but the net release is this coefficient times a difference of densities, and that difference depends on the curvature.

The limit of large \(R\) exposes the error. A very large island has a nearly straight edge, and a straight step is in equilibrium with the given far field. Its net release per nanometre of edge must therefore tend to zero, whereas a constant \(j\) would make the edge retreat at the same speed however large the island.

## Correct solution

**Energy of an edge atom.** Let \(\beta\) be the step free energy per length, taken as isotropic. The edge costs \(E=2\pi R\beta\), and the island holds \(N=\pi R^2/\Omega\) atoms. Hence \(dN/dR=2\pi R/\Omega\), and the excess chemical potential over that of a straight step is

\[
\mu=\frac{dE}{dN}=\frac{dE/dR}{dN/dR}=\frac{2\pi\beta}{2\pi R/\Omega}=\frac{\beta\Omega}{R}.
\]

**Equilibrium density.** Dilute adatoms have a chemical potential equal to a constant plus \(k_BT\ln c\). Let \(c_\infty\) be their density in equilibrium with a straight step. Equilibrium with the curved edge requires \(k_BT\ln(c_{eq}/c_\infty)=\beta\Omega/R\), so

\[
c_{eq}(R)=c_\infty e^{l/R}\approx c_\infty\left(1+\frac{l}{R}\right),\qquad l=\frac{\beta\Omega}{k_BT}.
\]

The linear form holds for \(R\gg l\).

**Net release.** Adatoms attach at the rate \(kc\) per length of edge, where \(k\) is a velocity. Detachment must balance attachment when \(c=c_{eq}\), so its rate is \(kc_{eq}\). With slow attachment and a wide terrace, the density beside the island is close to the far-field value \(c_\infty\). Therefore

\[
\frac{dN}{dt}=-2\pi R\,k\,(c_{eq}-c_\infty)
=-2\pi R\,k\,c_\infty\frac{l}{R}=-2\pi k c_\infty l .
\]

The radius cancels. The larger island has twice the edge length but half the driving difference, so both islands lose the same number of atoms per second.

**Lifetime.** Put \(K=\Omega kc_\infty\), which is a velocity. Multiplying the last equation by \(\Omega\) gives

\[
2\pi R\frac{dR}{dt}=-2\pi Kl
\;\Rightarrow\; \frac{d(R^2)}{dt}=-2Kl
\;\Rightarrow\; R^2=R_0^2-2Klt .
\]

Setting \(R=0\) gives

\[
t=\frac{R_0^2}{2Kl},\qquad
t_{10}=\left(\frac{10}{5}\right)^2\times 10\ \text{min}=40\ \text{min}.
\]

The larger island spends 30 minutes shrinking to 5 nm, and then has the 10 minutes of the smaller one left.

## Is "the same far field" enough?

Let the far density be \(c_\infty(1+\sigma)\), with the same \(\sigma\) for both islands. The driving difference becomes \(c_\infty(l/R-\sigma)\). With \(R^*=l/\sigma\),

\[
\frac{dR}{dt}=-Kl\left(\frac1R-\frac1{R^*}\right).
\]

For \(\sigma>0\), an island larger than \(R^*\) grows and has no lifetime. An island that shrinks lasts

\[
t(R_0)=\frac1{Kl}\int_0^{R_0}\frac{R\,dR}{1-R/R^*}.
\]

The integrand equals \(R^*[-1+R^*/(R^*-R)]\). Integrating, with \(x=R_0/R^*\),

\[
t(R_0)=\frac{R^{*2}}{Kl}\left[-\ln(1-x)-x\right].
\]

To compare radii, substitute \(R=2u\) in the integral for the doubled island:

\[
t(2R_0)=\frac{4}{Kl}\int_0^{R_0}\frac{u\,du}{1-2u/R^*}.
\]

For \(R^*>0\) the denominator is smaller than \(1-u/R^*\), so the ratio \(t(2R_0)/t(R_0)\) exceeds 4. For \(R^*<0\) it is larger, and the ratio is below 4. Within this linear law, the ratio is 4 when \(\sigma=0\) and for no other value.

For the radii of the problem, \(R^*=20\) nm gives a ratio of 5.13, so the larger island would last 51 minutes if the smaller one still took 10. With \(R^*=-20\) nm the ratio is 3.52, or 35 minutes. The specification in the problem is therefore needed.

The tempting answer also finds its place. In a strongly undersaturated field, \(|R^*|\ll R_0\), the integrand tends to \(|R^*|\) over most of the range. Then \(t\approx |R^*|R_0/(Kl)\), which is proportional to \(R_0\), and the ratio approaches 2. It cannot get arbitrarily close, because \(\sigma\ge-1\) keeps \(|R^*|\ge l\): for \(l=0.19\) nm and the radii of the problem, the ratio is 2.56 at \(\sigma=-0.1\) and 2.11 on an empty terrace. Constant edge speed describes an island drained by its surroundings, not one shrinking through its own curvature.

## When does the edge control the decay?

Let the terrace end at a boundary step of radius \(L\), with the same \(k\). Its own curvature is ignored for now, so its equilibrium density is taken as \(c_\infty\). In a steady state the same current \(I\) of atoms leaves the island, crosses the terrace with diffusivity \(D\), and enters the boundary step:

\[
I=2\pi Rk[c_{eq}-c(R)]
=\frac{2\pi D[c(R)-c(L)]}{\ln(L/R)}
=2\pi Lk[c(L)-c_\infty].
\]

The middle form follows from integrating \(I=-2\pi rD\,dc/dr\) from \(R\) to \(L\). Solving each equality for its density difference and adding the three,

\[
c_{eq}-c_\infty=\frac{I}{2\pi}\left[\frac1{kR}+\frac{\ln(L/R)}{D}+\frac1{kL}\right].
\]

Since \(dR/dt=-\Omega I/(2\pi R)\), and with \(d=D/k\),

\[
\frac{dR}{dt}=-\frac{K\,(e^{l/R}-1)}{1+\dfrac{R}{d}\ln\dfrac LR+\dfrac RL}.
\]

The simple law needs \(R\ln(L/R)\ll d\), \(R\ll L\) and \(l\ll R\). If diffusion alone were slow, the middle term of the denominator would dominate. With the linear drive, the lifetime would then be proportional to

\[
\int_0^{R_0}R^2\ln\frac LR\,dR=\frac{R_0^3}{3}\left(\ln\frac L{R_0}+\frac13\right).
\]

For \(L=200\) nm, doubling the radius from 5 to 10 nm would multiply the lifetime by 6.6. The statement that exchange at the edge is the slow step is therefore needed too.

## Numbers for a silicon surface

Take round parameters of roughly the size found on Si(001) at 900 K, for a film grown from silane (SiH4) after the gas is shut off: \(\beta=0.10\) eV/nm, \(\Omega=0.1475\) nm² and \(k_BT=0.0776\) eV. Then

\[
l=\frac{0.10\times0.1475}{0.0776}=0.190\ \text{nm},\qquad
K=\frac{5^2}{2\times0.190\times600}=0.110\ \text{nm/s}.
\]

The area shrinks at \(2\pi Kl=0.131\) nm²/s, and the island loses \(0.131/0.1475=0.89\) atoms per second at either radius. Removing the atoms one at a time, with \(\mu\) taken from the energy difference between \(N\) and \(N-1\) atoms, gives lifetimes of 9.97 and 39.97 minutes. Replacing the energy difference by the derivative \(dE/dN\) is therefore harmless here. The check does not test the edge energy \(2\pi R\beta\) itself, which both calculations assume.

These lifetimes are averages over many islands. At 5 nm about \(2\pi Rkc_\infty=23\) atoms attach each second and slightly more detach, so the net loss \(v=0.89\) s⁻¹ is a small difference between two random streams. If the events are independent, the variance of the lifetime is about \(\int(4\pi Rkc_\infty/v^3)\,dN\). This gives a standard deviation of about 2.6 minutes for the 5 nm island and 7 minutes for the 10 nm island. A single pair of islands can therefore miss the ratio 4 by a wide margin.

Now take \(L=200\) nm and an assumed \(d=1000\) nm. Residual silane also matters, because it raises the far field. At \(10^{-10}\) Torr, a gas temperature of 300 K and an assumed reaction probability of 0.01, it deposits \(F=3.58\times10^{-6}\) atoms per nm² per second. Without the island, all these atoms enter the boundary step, so \(\pi L^2F=2\pi Lk[c(L)-c_\infty]\). Diffusion adds \(FL^2/(4D)\) at the centre of the terrace. With \(kc_\infty=K/\Omega=0.743\) nm⁻¹s⁻¹,

\[
\sigma=\frac{FL}{2kc_\infty}\left(1+\frac L{2d}\right)
=\frac{3.58\times10^{-6}\times200}{2\times0.743}\times1.1
=5.3\times10^{-4},
\]

so \(R^*=l/\sigma\approx 360\) nm. Each effect, taken alone, changes the lifetime ratio as follows:

- full exponential instead of its linear form: 4.07;
- finite terrace: 4.07;
- finite diffusion: 4.03;
- residual silane: 4.04.

Together they give 4.2, or about 42 minutes, with the 5 nm lifetime held at 10 minutes. These figures ignore the curvature of the boundary step, which shifts its equilibrium density by \(l/L=9.5\times10^{-4}\), more than the silane does. If the boundary is the wall of a pit, the linear drive becomes \(l/R+l/L=(l/R)(1+R/L)\), which cancels the finite-terrace factor: that effect then gives 4.00 and the total 4.14. If it is the edge of a mesa, the drive is \(l/R-l/L\), and the figures are 4.14 and 4.29. Since \(\sigma\) is proportional to pressure, the 10 nm island would stop shrinking when \(\sigma=l/R=0.019\), at about \(3.6\times10^{-9}\) Torr. This estimate neglects the silicon deposited on top of the island, which lowers this threshold pressure by 4 to 5%, and the curvature of the boundary step, which moves it by about 5% up (pit) or down (mesa). Under these assumptions, shutting off the gas is part of fixing the far field.

The steady-state treatment also needs the terrace to adjust quickly. For an assumed adatom coverage of 0.01, its relaxation time is 9 s, short compared with 600 s. Temperature must be held as well: if the decay rate \(Kl\) as a whole has an assumed activation energy of 2.0 eV, an error of 1 K changes it by 2.9%.

## How far this carries to real Si(001)

The 10-minute lifetime is given, not predicted for silicon, and \(d\), the coverage, the reaction probability, the activation energy and the terrace radius of 200 nm are assumptions. The coverage of 0.01 and \(d=1000\) nm together imply \(k=K/0.01\approx11\) nm/s and \(D=kd\approx1.1\times10^4\) nm²/s, values that are not matched to measurements on silicon. The model also exchanges single atoms, whereas Si(001) at this temperature exchanges mainly dimers; doubling \(\Omega\) doubles \(l\) and raises the ratio with the full exponential from 4.07 to 4.15. To first order the finite-terrace correction to the ratio varies as \(1/L\), so a terrace five times narrower would raise it from 0.07 to about 0.3, adding some 3 minutes to the 40. With the curvature of the boundary step included, the correction at \(L=40\) nm is zero in a pit and about 0.8 on a mesa. Neighbouring islands can shift the far field further: if \(R^*\) stayed at 50 nm, the ratio would be 4.3, and at 20 nm it would be 5.1. Neighbours also shrink or grow, which changes \(R^*\) during the decay, so these ratios only indicate the size of the effect.

Real islands on this surface are elongated, because it has two kinds of step. This need not change the ratio. Consider a rectangle of width \(w\) and height \(h\), whose vertical and horizontal sides have step energies \(\beta_1,\beta_2\) and attachment velocities \(k_1,k_2\). Its edge energy is \(2\beta_1h+2\beta_2w\). Moving a vertical side changes the energy by \(2\beta_2\,dw\) and the atom number by \(h\,dw/\Omega\), so \(\mu=2\beta_2\Omega/h\) there. With \(K_i=\Omega k_ic_\infty\) and \(l_i=\beta_i\Omega/(k_BT)\), each vertical side recedes at \(2K_1l_2/h\). Two such sides, and the same argument for the other pair, give

\[
\frac{dw}{dt}=-\frac{4K_1l_2}{h},\qquad
\frac{dh}{dt}=-\frac{4K_2l_1}{w},
\]

\[
\frac{d(wh)}{dt}=h\frac{dw}{dt}+w\frac{dh}{dt}=-4(K_1l_2+K_2l_1).
\]

The area again falls at a constant rate. Two rectangles of similar starting shape, one twice as large in each direction, have lifetimes in the ratio 4, provided that the terrace density stays at \(c_\infty\) and the linear drive holds. The numerical output below lists the input values and the main results.

## Computed values

```
INPUTS (round, rough regime of Si(001))
temperature                        900 K
step free energy beta              0.10 eV/nm
surface cell edge                  0.384 nm
terrace radius L                   200 nm
assumed d = D/k                    1000 nm
assumed adatom coverage            0.01
residual SiH4 pressure             1.0e-10 Torr
SiH4 gas temperature               300 K
assumed reaction probability       0.01
assumed activation energy          2.0 eV
MAIN RESULT
area per atom Omega                0.1475 nm^2
thermal energy kB*T                0.07756 eV
capillary length l                 0.1901 nm
l/R at 5 nm, at 10 nm              0.0380, 0.0190
K from the 5 nm lifetime           0.1096 nm/s
k*c_inf                            0.7431 1/(nm s)
area loss rate 2*pi*K*l            0.1309 nm^2/s
atom loss rate                     0.8877 1/s
lifetime of 5 nm island            10.00 min
lifetime of 10 nm island           40.00 min
time from 10 nm to 5 nm            30.00 min
atom-by-atom sum, 5 nm             9.969 min
atom-by-atom sum, 10 nm            39.965 min
LIFETIME RATIO FOR OTHER FAR FIELDS
R* =   20 nm                       5.126
R* =   50 nm                       4.317
R* =  -50 nm                       3.770
R* =  -20 nm                       3.520
NEGLECTED EFFECTS: LIFETIME RATIO WITH EACH ONE
full exponential                   4.075
finite terrace                     4.066
finite diffusion                   4.035
residual SiH4                      4.038
all four together                  4.215
10 nm lifetime, all four           42.2 min
pure diffusion control instead     6.621
rectangular islands                4.0000
FURTHER SIZES
R ln(L/R)/d at 10 nm               0.0300
R/L at 10 nm                       0.0500
Si atoms deposited from SiH4       3.58e-06 1/(nm^2 s)
supersaturation sigma from SiH4    5.30e-04
R* from SiH4                       359 nm
SiH4 pressure that stops 10 nm     3.59e-09 Torr
terrace relaxation time            9.3 s
rate change for 1 K error          2.90 %
```
